# The Spin Factor in the Thermal Occupation of a Donor: test program

```python
"""Occupation of a donor with one empty state and two occupied spin states.

Result under test:  f = 1 / (1 + (1/2) exp((E_D - mu)/kT))
  f    probability that the donor holds one electron, of either spin
  E_D  energy of the occupied donor minus energy of the empty donor
  mu   chemical potential of the electrons;  kT  thermal energy
  U    extra repulsion energy of a doubly occupied donor
All energies are in eV, measured from the conduction-band edge.
Road 1: thermal density matrix of a Hamiltonian made of fermion operators.
Road 2: canonical counting for a closed system of one donor and a finite band.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.optimize import brentq

temperature = 300.0
kT = boltzmann * temperature / charge
donor_energy = -0.10
mu_example = -0.15
repulsion = 0.50


def occupation_formula(energy, mu, prefactor=0.5):
    return 1.0 / (1.0 + prefactor * np.exp((energy - mu) / kT))


# Fermion operators; basis order: empty, down, up, doubly occupied
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
c_up = np.kron(lower, np.eye(2))
c_down = np.kron(np.diag([1.0, -1.0]), lower)
n_up = c_up.T @ c_up
n_down = c_down.T @ c_down
number = n_up + n_down


def density_matrix(mu, u=repulsion, splitting=0.0):
    """Thermal state; a transverse field splits the spin levels."""
    flip = c_up.T @ c_down
    hamiltonian = (donor_energy * number + u * n_up @ n_down
                   + 0.5 * splitting * (flip + flip.T))
    values, vectors = np.linalg.eigh(hamiltonian - mu * number)
    weights = np.exp(-(values - values.min()) / kT)
    return (vectors * (weights / weights.sum())) @ vectors.T


def mean_number(mu, u=repulsion):
    return np.trace(density_matrix(mu, u) @ number)


print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.6f} eV")
print(f"donor energy E_D: {donor_energy:.2f} eV")
print(f"chemical potential mu: {mu_example:.2f} eV")
print(f"repulsion U: {repulsion:.2f} eV")
x = (donor_energy - mu_example) / kT
print(f"x = (E_D - mu)/kT: {x:.4f}")
print(f"exp(x): {np.exp(x):.4f}")
print(f"exp(-x): {np.exp(-x):.4f}")

state = np.diag(density_matrix(mu_example))
f_example = occupation_formula(donor_energy, mu_example)
f_no_half = occupation_formula(donor_energy, mu_example, 1.0)
assert abs(state[1] + state[2] - f_example) < 1e-8
assert abs(state[1] - f_example / 2) < 1e-8
assert abs(state[2] - f_example / 2) < 1e-8
print(f"probability empty, from density matrix: {state[0]:.4f}")
print(f"probability spin down: {state[1]:.4f}")
print(f"probability spin up: {state[2]:.4f}")
print(f"probability doubly occupied: {state[3]:.1e}")
print(f"occupation f from formula: {f_example:.4f}")
print(f"ionized fraction 1 - f: {1 - f_example:.4f}")
print(f"wrong occupation without one half: {f_no_half:.4f}")

# The tolerance covers the small weight of the doubly occupied state
print("mu (eV), mean number from density matrix, formula f:")
for mu in (-0.20, -0.15, -0.10, -0.05):
    measured = mean_number(mu)
    predicted = occupation_formula(donor_energy, mu)
    assert abs(measured - predicted) < 1e-7
    print(f"  {mu:.2f}  {measured:.4f}  {predicted:.4f}")

mu_half = brentq(lambda m: mean_number(m) - 0.5, -0.3, 0.0, xtol=1e-13)
assert abs(mu_half - (donor_energy - kT * np.log(2))) < 1e-8
print(f"mu at half occupation, by root search: {mu_half:.5f} eV")
print(f"kT ln 2: {kT * np.log(2):.5f} eV")

# Without repulsion the two spin orbitals fill independently
free_number = mean_number(mu_example, 0.0)
assert abs(free_number - 2 / (1 + np.exp(x))) < 1e-12
print(f"mean number at U = 0, same mu: {free_number:.4f}")
mu_double = donor_energy + repulsion
number_double = mean_number(mu_double)
assert abs(number_double - 4 / 3) < 1e-6
print(f"mean number at mu = E_D + U = {mu_double:.2f} eV: "
      f"{number_double:.4f}")

# Lifting the spin degeneracy must change the prefactor
print("splitting/kT, prefactor relative to the lower spin level:")
for ratio in (0.0, 1.0, 10.0):
    p = np.diag(density_matrix(mu_example, splitting=ratio * kT))
    lowest = donor_energy - 0.5 * ratio * kT
    prefactor = p[0] / (p[1] + p[2]) * np.exp(-(lowest - mu_example) / kT)
    assert abs(prefactor - 1 / (1 + np.exp(-ratio))) < 1e-9
    print(f"  {ratio:.0f}  {prefactor:.5f}")

# Closed cell: fixed electron number, one donor, band of finite size.
# The donor holds at most one electron here.
band_width = 0.20
cell_donor = -0.02
print(f"closed cell: band from 0 to {band_width:.2f} eV, "
      f"donor at {cell_donor:.2f} eV")
print("band levels, electrons, mu (eV), counted f, formula f, difference:")
errors = []
for levels in (40, 80, 160, 320):
    electrons = levels // 5
    energies = np.repeat((np.arange(levels) + 0.5) * band_width / levels, 2)
    # band_sum[n]: canonical partition function of n electrons in the band
    band_sum = np.zeros(electrons + 1)
    band_sum[0] = 1.0
    for factor in np.exp(-energies / kT):
        band_sum[1:] += factor * band_sum[:-1]
    empty = band_sum[electrons]
    one_spin = np.exp(-cell_donor / kT) * band_sum[electrons - 1]
    counted = (one_spin + one_spin) / (empty + one_spin + one_spin)
    mu_cell = brentq(
        lambda m: np.sum(1 / (1 + np.exp((energies - m) / kT))) - electrons,
        -0.5, 0.5, xtol=1e-13)
    predicted = occupation_formula(cell_donor, mu_cell)
    errors.append(counted - predicted)
    print(f"  {levels}  {electrons}  {mu_cell:.5f}  {counted:.5f}  "
          f"{predicted:.5f}  {errors[-1]:.5f}")
cell_no_half = occupation_formula(cell_donor, mu_cell, 1.0)
print(f"largest cell, formula without one half: {cell_no_half:.5f}")
shrink = np.array(errors[:-1]) / np.array(errors[1:])
print("difference ratio at each doubling: "
      + ", ".join(f"{value:.3f}" for value in shrink))
assert np.all((shrink > 1.7) & (shrink < 2.3))
assert abs(errors[-1]) < 0.002
assert abs(counted - cell_no_half) > 0.05

print("no test failed")
```

It prints:

```
temperature: 300 K
thermal energy kT: 0.025852 eV
donor energy E_D: -0.10 eV
chemical potential mu: -0.15 eV
repulsion U: 0.50 eV
x = (E_D - mu)/kT: 1.9341
exp(x): 6.9177
exp(-x): 0.1446
probability empty, from density matrix: 0.7757
probability spin down: 0.1121
probability spin up: 0.1121
probability doubly occupied: 6.5e-11
occupation f from formula: 0.2243
ionized fraction 1 - f: 0.7757
wrong occupation without one half: 0.1263
mu (eV), mean number from density matrix, formula f:
  -0.20  0.0401  0.0401
  -0.15  0.2243  0.2243
  -0.10  0.6667  0.6667
  -0.05  0.9326  0.9326
mu at half occupation, by root search: -0.11792 eV
kT ln 2: 0.01792 eV
mean number at U = 0, same mu: 0.2526
mean number at mu = E_D + U = 0.40 eV: 1.3333
splitting/kT, prefactor relative to the lower spin level:
  0  0.50000
  1  0.73106
  10  0.99995
closed cell: band from 0 to 0.20 eV, donor at -0.02 eV
band levels, electrons, mu (eV), counted f, formula f, difference:
  40  8  0.00405  0.82847  0.83527  -0.00680
  80  16  0.00404  0.83183  0.83519  -0.00337
  160  32  0.00403  0.83350  0.83517  -0.00168
  320  64  0.00403  0.83433  0.83517  -0.00084
largest cell, formula without one half: 0.71699
difference ratio at each doubling: 2.018, 2.010, 2.005
no test failed
```
